# Threshold shift from one trapped electron: charge-sheet limit and first correction

## 1. A large local disturbance and a small shift

An electron is trapped at the silicon/oxide interface, at the centre of a 20 nm by 20 nm channel under 1 nm of oxide. One nanometre below it, the potential falls by about 139 mV, more than five times $kT/e=25.85$ mV at 300 K. The local density of mobile electrons therefore collapses. Yet in a model of an otherwise smooth channel, the gate voltage that restores the current is only 10.8 mV. Spreading the same charge uniformly over the channel gives 11.6 mV, a value only 7% higher.

Two things need explaining: why averaging the charge gives the right leading term, and why the first correction is small although the local disturbance is not.

**Conventions.** The elementary charge $e$ is positive. The channel is a square of side $L$ and area $A=L^2$. The oxide has thickness $t$ and permittivity $\varepsilon_{ox}$, and silicon has permittivity $\varepsilon_s$. The coordinate $z$ points into the silicon, with $z=0$ at the interface and the metal gate at $z=-t$. The depletion layer ends at $z=d$. I write $\vartheta=kT/e$, $C_{ox}=\varepsilon_{ox}/t$ and $C_d=\varepsilon_s/d$, the last two being capacitances per area. The threshold is the gate voltage at which a chosen mobile sheet density, or a chosen subthreshold current, is reached. Its shift is $\Delta$.

## 2. Leading term: the charge sheet

Replace the electron by the uniform sheet $-e/A$. Let $F_{ox}$ and $F_s$ be the fields at the interface, counted positive into the silicon. Gauss's law says that the displacement changes by the sheet charge:

$$\varepsilon_s F_s-\varepsilon_{ox}F_{ox}=-\frac{e}{A}
\quad\Longrightarrow\quad
\varepsilon_{ox}F_{ox}=\varepsilon_sF_s+\frac{e}{A}.$$

The gate voltage above flat band is the surface potential plus the oxide drop, $V=\psi_s+tF_{ox}$. At threshold the silicon must be in the same state with and without the trap, so $\psi_s$ and $F_s$ are unchanged. Subtracting the two gate voltages leaves

$$\Delta_0=t\,\Delta F_{ox}=\frac{e\,t}{\varepsilon_{ox}A}=\frac{e}{C_{ox}A}.$$

The sign is positive because the gate must supply extra positive charge to balance the electron.

For the example, $C_{ox}=3.453\ \mu\mathrm{F/cm^2}$ and $A=400\ \mathrm{nm^2}=4\times10^{-12}\ \mathrm{cm^2}$, so the gate capacitance is 13.81 aF and

$$\Delta_0=\frac{1.602\times10^{-19}\ \mathrm{C}}{13.81\times10^{-18}\ \mathrm{F}}=11.6\ \mathrm{mV}.$$

The shift scales as $t/L^2$: halving both sides of the channel at fixed $t$ quadruples it.

Neither the doping nor the threshold density appears in $\Delta_0$. The independence of the threshold density was tested with a nonlinear one-dimensional Poisson solution for $5\times10^{18}\ \mathrm{cm^{-3}}$ acceptors. The shift came out as 11.599 mV both at a threshold density of $10^{10}\ \mathrm{cm^{-2}}$ and at $10^{12}\ \mathrm{cm^{-2}}$.

## 3. The same result at fixed gate voltage

For a point charge we need the potential change $\phi$ in the silicon at fixed gate voltage. Assume that the depletion edge acts as a fixed equipotential for small changes, that mobile carriers do not screen, and that no field lines leave through the side walls. Then $\phi$ obeys a linear Poisson equation. Integrating it over the channel area removes the lateral derivatives, because the normal field vanishes on the walls. The area average $\bar\phi(z)$ thus obeys the one-dimensional equation with the charge $-e/A$, wherever the trap sits.

Since $\bar\phi$ is zero at the gate and at $z=d$, it is linear on each side of the interface. The displacement is $C_d\bar\phi(0)$ just inside the silicon and $-C_{ox}\bar\phi(0)$ just inside the oxide. Gauss's law gives

$$(C_d+C_{ox})\,\bar\phi(0)=-\frac eA,\qquad
\bar\phi(z)=-\frac{e}{(C_{ox}+C_d)A}\left(1-\frac zd\right).$$

A gate step $\delta V$ without the trap obeys $C_{ox}(\delta V-\phi(0))=C_d\,\phi(0)$. Hence $\phi(z)=g\,\delta V$, with

$$g=\frac{C_{ox}}{C_{ox}+C_d}\left(1-\frac zd\right).$$

The gate step that cancels the average disturbance is

$$-\frac{\bar\phi(z)}{g}=\frac{e}{C_{ox}A}=\Delta_0 .$$

Both $C_d$ and the depth of the carriers cancel.

In the example $d=15.66$ nm and $C_d=0.662\ \mu\mathrm{F/cm^2}$. The surface potential falls by 9.73 mV at fixed gate voltage; the nonlinear Poisson solution, which includes the mobile electrons, gives 9.61 mV. With the conducting layer placed at $z=1$ nm, $g=0.786$.

## 4. From potential to current

In subthreshold the sheet conductivity, in units of its undisturbed value, is $\sigma=e^{u}$ with $u=\phi/\vartheta$. Let $G[u]$ be the source-drain conductance in the same units, so that $G[0]=1$ for a square. A gate step $\Delta$ multiplies $\sigma$ everywhere by $e^{g\Delta/\vartheta}$. Restoring the current requires $e^{g\Delta/\vartheta}G[u]=1$, or

$$\Delta=-\frac{\vartheta}{g}\ln G[u].$$

To find $G$ to first order, use the dissipated power. Let $v$ be the electrochemical potential of the electrons divided by $-e$; its gradient drives drift and diffusion together. With a small voltage $V_0$ between the ends, $GV_0^2=\int\sigma|\nabla v|^2dA$, and the true potential $v$ minimises this integral. A small change of $v$ therefore contributes only at second order, and the first-order change comes from $\delta\sigma=u$ with the old field $|\nabla v|=V_0/L$:

$$\delta G=\frac{1}{V_0^2}\int u\,\frac{V_0^2}{L^2}\,dA=\langle u\rangle ,$$

where $\langle\ \rangle$ is the area average. Inserting this gives $\Delta=-\langle\phi\rangle/g=\Delta_0$. This is the justification of charge-sheet averaging: a uniform conductor gives every part of its area equal weight.

The limit was tested by computing the three-dimensional potential of a point charge and the current in a two-dimensional resistor network. A charge of $e/1000$, with the shift multiplied by 1000, gave 11.60 mV at the centre and also 11.60 mV at 2.17 nm from the source.

## 5. How strong and how wide is the disturbance?

For lateral wave number $k$, the potential varies as $\sinh k(z+t)$ in the oxide and as $\sinh k(d-z)$ in the silicon. Gauss's law at the interface, for a point charge $-e$ in an infinitely wide channel, gives

$$\phi_k(0)=-\frac{e}{k\left[\varepsilon_{ox}\coth kt+\varepsilon_s\coth kd\right]}.$$

The inverse transform directly below the trap is $\frac{1}{2\pi}\int_0^\infty k\,\phi_k(z)\,dk$. The factor $k$ cancels:

$$\phi(0,z)=-\frac{e}{2\pi}\int_0^\infty
\frac{\sinh k(d-z)}{\sinh kd}\,
\frac{dk}{\varepsilon_{ox}\coth kt+\varepsilon_s\coth kd}.$$

This gives drops of 139 mV at $z=1$ nm and 56 mV at $z=2$ nm. The three-dimensional grid gives 146 mV and 58 mV, higher by 5% and 3%.

For $kt\ll1\ll kd$ the denominator of $\phi_k(0)$ becomes $C_{ox}+\varepsilon_sk$. The lateral range is then set by $\varepsilon_s/C_{ox}=(\varepsilon_s/\varepsilon_{ox})t=3$ nm, well below $L$. At $k=1/(3\ \mathrm{nm})$ one has $kt\approx0.3$ and $kd\approx5$, so the limit is reasonable there. The drop exceeds $kT/e$ over about 7% of the area (6.7% on the grid used here, with an uncertainty of about 0.2 percentage points from the grid spacing).

## 6. Why there is no quadratic correction at the centre

Scale the trapped charge by a factor $s$, so that $u$ becomes $su$. One would expect the first correction to $\ln G$ to be of order $s^2$. For a trap at the centre of a square it vanishes.

Because the current density $\mathbf J=-\sigma\nabla v$ has no divergence, it can be written as $J_x=\partial_y\chi$, $J_y=-\partial_x\chi$. Then

$$\partial_xv=-\frac{\partial_y\chi}{\sigma},\qquad \partial_yv=\frac{\partial_x\chi}{\sigma}.$$

Equality of the mixed derivatives of $v$ gives

$$\nabla\cdot\left(\frac1\sigma\nabla\chi\right)=0 .$$

So $\chi$ is itself the potential in a conductor of conductivity $1/\sigma=e^{-u}$. It is constant along the two insulated sides, which act as its contacts, and has no normal derivative at source and drain, which act as its insulated edges. The difference of $\chi$ between its contacts is the original current $I$. The current it drives is $\int\sigma^{-1}\partial_y\chi\,dx$, which equals the original voltage $V_0$. Hence

$$G_y[-u]=\frac{V_0}{I}=\frac{1}{G_x[u]} .$$

A central trap in a square with four reflecting walls looks the same when $x$ and $y$ are exchanged, so $G_y=G_x=G$ and

$$\ln G[-u]=-\ln G[u].$$

Thus $\ln G$ is odd in $s$, and the first correction is cubic. The same holds anywhere on a diagonal of the square. Off the diagonals, as for the trap at mid-width 2.17 nm from the source, the exchange symmetry is lost and a quadratic term is allowed.

## 7. The cubic correction

Treat the disturbance as circular and narrow compared with $L$. In a uniform applied field the potential is $v=R(r)\cos\theta$, and current conservation reads

$$\frac1r\,(r\sigma R')'=\frac{\sigma R}{r^2}.$$

Define $Y=r\sigma R'/R$. A homogeneous disc has $R\propto r$ and $Y=\sigma$, so $Y(r)$ is the conductivity of the uniform disc that would replace everything inside $r$. Differentiating,

$$rY'=\frac{r(r\sigma R')'}{R}-\frac{r^2\sigma R'^2}{R^2}=\sigma-\frac{Y^2}{\sigma}.$$

With $Y=e^{w}$ and $\sigma=e^{u}$, division by $Y$ gives

$$r\,w'=e^{u-w}-e^{w-u}=2\sinh(u-w).$$

Now set $u\to su$, $w=sw_1+s^3w_3+\dots$, and use $2\sinh x=2x+x^3/3+\dots$. At first order $rw_1'+2w_1=2u$. Multiplication by $r$ makes the left side a total derivative, $(r^2w_1)'=2ru$, so

$$w_1(r)=\frac{2}{r^2}\int_0^r u\,r'dr' ,$$

which is the average of $u$ over the disc. At third order $rw_3'+2w_3=(u-w_1)^3/3$, and in the same way

$$r^2w_3(r)=\frac13\int_0^r(u-w_1)^3\,r'dr'.$$

Choose a radius $a$ beyond which $u$ is negligible. A disc with small $w(a)$ changes the conductance of the square by its area fraction, $\ln G\approx(\pi a^2/L^2)\,w(a)$. Setting $s=1$,

$$\Delta\approx\Delta_0-\frac{\vartheta}{g}\,\frac{\pi}{3L^2}\int_0^{a}(u-w_1)^3\,r\,dr .$$

For a trapped electron $u$ is negative and rises towards zero with $r$. The disc average $w_1$ is then more negative than the local $u$, so $u-w_1>0$ and the correction lowers the shift. Physically, current flows around the poorly conducting centre, which therefore counts for less than its share in the average.

The correction is small for two reasons. The quadratic term is absent, and the cubic term contains only the difference between $u$ and its disc average. This difference vanishes at $r=0$, where $|u|$ is largest, because the average over a very small disc is $u$ itself. Far outside the disturbance it falls as $1/r^2$, so the integral comes from a limited region around the trap.

## 8. Reading the numbers, and the opposite limit

The network with a whole electron at the centre gives 10.82 mV, which is 0.78 mV below $\Delta_0$. Near the source it gives 10.88 mV. A finer potential and network lower these values by about 0.01 mV. The deficit is not this small everywhere: a trap 2.17 nm from an insulated side gives about 9.9 mV, and one 2.17 nm from both the source and a side gives about 9.4 mV.

The cubic term predicts a temperature dependence. With $\phi$ and $g$ held fixed, $u\propto1/T$, and $\vartheta u^3\propto T^{-2}$. Going from 300 K to 400 K should reduce the deficit from 0.78 mV to $0.78\times(300/400)^2=0.44$ mV. The network gives $11.60-11.10=0.50$ mV. The sign and rough size agree, but the decrease is slower than $T^{-2}$. This is no surprise: the difference $u-w_1$, in which the expansion is made, reaches about 1.1 near $r=2$ nm, so higher odd orders matter. The cubic term alone, with $a=10$ nm, gives a deficit of about 1.1 mV at 300 K and 0.64 mV at 400 K, so it overestimates the effect of a whole electron.

The opposite limit is a disc of radius $b$ that blocks all current, with $u=0$ outside. Then $rw'=-2\sinh w$, whose solution with $w\to-\infty$ at $r=b$ is $\tanh(w/2)=-b^2/r^2$. For $r\gg b$ this gives $w\approx-2b^2/r^2$ and

$$\ln G\approx-\frac{2\pi b^2}{L^2}.$$

A blocked spot removes twice its own area fraction. If the 6.7% of the area with a drop above $kT/e$ were fully blocked and the rest undisturbed, the shift would be about $(25.85/0.786)\times2\times0.067=4.4$ mV. Full blocking overstates the effect of that region, yet the result is less than half of 10.8 mV. The weak outer part of the potential therefore supplies much of the shift, and there the linear average works well.

## 9. Real transistors

The parameters are rough values for a planar silicon transistor of the 20 nm class with a heavily doped channel. One assumption that such a device clearly breaks is the uniform channel. About 31 acceptors lie in the depletion layer under the gate. Placing them at random in 60 model devices, with the trap kept at the centre, gave shifts from 5 to 27 mV, with a median of 9.5 mV and a mean of 10.0 mV. With only 60 devices and a spread of about 5 mV, the mean is uncertain by up to about 1 mV and the largest value changes by several mV from one sample to another. The power argument of Section 4 shows why, to first order in the trap charge: in a non-uniform channel the average of $u$ is weighted by the local dissipation $\sigma|\nabla v|^2$, so a trap counts more where more power is dissipated, as at a bottleneck of the current path.

Source and drain also collect field lines. Treating them as grounded planes, in linear response and with uniform weight, changes the shift to 15.3 mV for a central trap and 8.8 mV for the trap near the source. The order follows from the symmetry of the Green function: the average potential due to the trap equals the potential at the trap due to the same charge spread over the conducting plane, and this vanishes at the grounded ends.

A real 1 nm film of silicon dioxide would also leak. A flat barrier of 3.5 eV, a mass of $0.4\,m_e$ and an attempt rate of $10^{13}\ \mathrm{s^{-1}}$, all rough, give the electron a lifetime of order $10^{-8}$ s before it tunnels to the gate. A long-lived trap at this gate capacitance needs a physically thicker insulator of higher permittivity. At equal capacitance $\Delta_0$ is unchanged, though the local potential is not. The oxide field at threshold, 3.6 MV/cm, stays below a rough breakdown field of 10 MV/cm.

The value of 12 mV is thus the right scale for this geometry, while an individual device can differ from it by a factor of about two. The network results hold for subthreshold operation, since screening by mobile electrons was left out. They also assume a local, classical conductivity in a layer at a fixed depth of 1 nm. The dip in the potential is only about 3 nm wide at half its depth, while the mean free path of electrons in such a channel is typically a few nanometres and their thermal wavelength at 300 K is roughly 10 nm. The correction of 0.8 mV therefore illustrates the mechanism within this model and is not a precise prediction for a real device; it also becomes smaller if the conducting layer lies deeper. The full set of values is in the numerical output below.

## Numbers as computed

```
channel length and width: 20 nm
equivalent oxide thickness: 1.0 nm
relative permittivity, oxide and silicon: 3.9, 11.7
temperature: 300 K, kT/e = 25.85 mV
acceptor density: 5.0e+18 cm^-3
intrinsic density (rough): 1.0e+10 cm^-3
gate area: 400 nm^2
smeared trap density: 2.50e+11 cm^-2
oxide capacitance per area: 3.453 uF/cm^2
oxide capacitance of the gate: 13.81 aF
added oxide field: 0.1160 MV/cm
SHEET THRESHOLD SHIFT: 11.60 mV
1D Poisson shift at 1e10 cm^-2: 11.599 mV
1D Poisson shift at 1e12 cm^-2: 11.599 mV
threshold above flat band (1e10 cm^-2): 1.338 V
surface potential there: 0.974 V
depletion depth: 15.66 nm
depletion capacitance per area: 0.662 uF/cm^2
surface drop at fixed gate, 1D Poisson: 9.61 mV
surface drop at fixed gate, formula: 9.73 mV
surface gain C_ox/(C_ox+C_d): 0.839
assumed depth of carriers: 1.0 nm
gate gain at that depth: 0.786
local drop 1 nm below trap, integral: 138.8 mV
local drop 1 nm below trap, grid: 146.3 mV
local drop 2 nm below trap, integral: 56.3 mV
local drop 2 nm below trap, grid: 57.9 mV
area fraction with drop above kT/e: 6.7 %
network, e/1000 at centre, times 1000: 11.60 mV
network, e/1000 near source, times 1000: 11.60 mV
network, whole electron at centre: 10.82 mV
distance of near trap from source: 2.17 nm
network, whole electron near source: 10.88 mV
network, whole electron at 400 K: 11.10 mV
mean number of acceptors under gate: 30.7
random-acceptor devices sampled: 60
their shift, median: 9.5 mV
their shift, mean: 10.0 mV
their shift, smallest: 4.96 mV
their shift, largest: 27.1 mV
grounded ends, linear, trap at centre: 15.31 mV
grounded ends, linear, trap near source: 8.82 mV
oxide field at threshold: 3.64 MV/cm
acceptors / valence state density: 0.19
tunnel barrier 3.5 eV, mass 0.4 m_e (rough)
tunnel decay constant kappa: 6.06 nm^-1
tunnel attenuation through oxide: 5.4e-06
assumed attempt rate (rough): 1e+13 s^-1
rough trap lifetime to gate: 2e-08 s
```
